# One fermion mode: antiperiodic and periodic coherent-state path integrals

**The setting.** A fermion mode has $H=\omega c^\dagger c$, with $\omega>0$, $c^2=0$ and $\{c,c^\dagger\}=1$. Its states are $|0\rangle$, of energy zero, and $|1\rangle=c^\dagger|0\rangle$, of energy $\omega$. We set $\hbar=1$ and write $\beta$ for the inverse temperature and $x=\beta\omega$.

Grassmann numbers $\psi,\bar\psi$ are independent and anticommute with each other and with $c,c^\dagger$; they commute with $|0\rangle$ and $\langle0|$. The integration rules are $\int d\psi\,1=0$ and $\int d\psi\,\psi=1$, with the inner integral done first. Hence
$$\int d\bar\psi\,d\psi\;\psi\bar\psi=1,\qquad \int d\bar\psi\,d\psi\;\bar\psi\psi=-1 .$$
The coherent states are $|\psi\rangle=e^{-\psi c^\dagger}|0\rangle$ and $\langle\bar\psi|=\langle0|e^{-c\bar\psi}$.

## (a) Coherent states and closure

**Question.** Show that $c|\psi\rangle=\psi|\psi\rangle$ and that the coherent states resolve unity with weight $e^{-\bar\psi\psi}$. For $A=p+q\,c^\dagger c$, with ordinary numbers $p,q$, evaluate
$$G_\zeta(A)=\int d\bar\psi\,d\psi\;e^{-\bar\psi\psi}\langle\bar\psi|A|\zeta\psi\rangle,\qquad \zeta=\pm1,$$
and interpret both signs.

**Answer.** The exponentials stop at first order because squares vanish:
$$|\psi\rangle=|0\rangle-\psi|1\rangle,\qquad \langle\bar\psi|=\langle0|-\langle0|c\bar\psi=\langle0|+\bar\psi\langle1| .$$
The last sign comes from moving $\bar\psi$ past $c$. Similarly,
$$c|\psi\rangle=-c\psi|1\rangle=\psi c|1\rangle=\psi|0\rangle=\psi|\psi\rangle,$$
where the last step uses $\psi^2=0$.

For the resolution of unity, write $e^{-\bar\psi\psi}=1+\psi\bar\psi$. Acting on $|0\rangle$, where $\langle\bar\psi|0\rangle=1$, gives
$$\int d\bar\psi\,d\psi\,(1+\psi\bar\psi)(|0\rangle-\psi|1\rangle)=|0\rangle .$$
Acting on $|1\rangle$, where $\langle\bar\psi|1\rangle=\bar\psi$, we need
$$|\psi\rangle\bar\psi=\bar\psi|0\rangle-\psi|1\rangle\bar\psi=\bar\psi|0\rangle+\psi\bar\psi|1\rangle ,$$
since $|1\rangle$ contains one $c^\dagger$ and anticommutes with $\bar\psi$. The weight adds nothing because $\bar\psi^2=0$, and the integral is $|1\rangle$. Therefore
$$\int d\bar\psi\,d\psi\;e^{-\bar\psi\psi}|\psi\rangle\langle\bar\psi|=1 .$$

The operator $A$ multiplies $|0\rangle$ by $p$ and $|1\rangle$ by $p+q$. Using $\langle1|\psi'=-\psi'\langle1|$,
$$\langle\bar\psi|A|\psi'\rangle=p-(p+q)\bar\psi\langle1|\psi'|1\rangle=p+(p+q)\bar\psi\psi' .$$
Now set $\psi'=\zeta\psi$ and multiply by $1-\bar\psi\psi$:
$$G_\zeta(A)=\int d\bar\psi\,d\psi\,\{p+[\zeta(p+q)-p]\bar\psi\psi\}=p-\zeta(p+q).$$
Thus $\zeta=-1$ gives the ordinary trace. The choice $\zeta=+1$ gives the graded trace $\mathrm{Tr}\,(-1)^FA$, with $F=c^\dagger c$, in which the occupied state counts negatively.

## (b) Slicing imaginary time

**Question.** Divide $\beta$ into $N$ slices of length $\varepsilon=\beta/N$ and use $T=1-\varepsilon H$ for each. Write $Z_N(\zeta)=G_\zeta(T^N)$ as a Gaussian Grassmann integral. Where does $\zeta$ enter?

**Answer.** The matrix element from (a), with $p=1$ and $q=-\varepsilon\omega$, is
$$\langle\bar\psi|T|\psi'\rangle=1+a\bar\psi\psi'=e^{a\bar\psi\psi'},\qquad a=1-\varepsilon\omega .$$
The exponential form brings no further error, since $(\bar\psi\psi')^2=0$. The approximation lies in replacing $e^{-\varepsilon H}$ by $T$.

Label the closure variables $\bar\psi_N,\psi_N$ and insert $N-1$ resolutions of unity between the factors of $T$. The matrix elements become
$$\langle\bar\psi_N|T|\psi_{N-1}\rangle\langle\bar\psi_{N-1}|T|\psi_{N-2}\rangle\cdots\langle\bar\psi_1|T|\zeta\psi_N\rangle .$$
Matrix elements, weights and measure pairs are all even, so they can be reordered without signs. With $\psi_0=\zeta\psi_N$,
$$Z_N(\zeta)=\int\prod_{k=1}^N d\bar\psi_k\,d\psi_k\;\exp\Big[-\sum_{k=1}^N\bar\psi_k(\psi_k-a\psi_{k-1})\Big].$$
The sign enters through the boundary condition alone: $\zeta=-1$ is antiperiodic and $\zeta=+1$ periodic.

## (c) The integral and its limit

**Question.** Evaluate $Z_N(\zeta)$ for finite $N$, take $N\to\infty$, and find the leading discretization error. Apply the results to $\omega=0.002$ hartree and $\beta=600$ per hartree.

**Answer.** Write the exponent as $-\sum_k\bar\psi_k\chi_k$, where $\chi_k=\sum_lM_{kl}\psi_l$. For $N\ge2$, $M$ has $1$ on the diagonal, $-a$ just below it and $-\zeta a$ in the upper right corner. For $N=1$ it is the number $1-\zeta a$.

Each $\bar\psi_k\chi_k$ is even and squares to zero, so the integrand is $\prod_k(1+\chi_k\bar\psi_k)$. The integral needs every $\bar\psi_k$ once, which selects $\prod_k\chi_k\bar\psi_k$. In its expansion every $\psi_l$ must also occur once, giving a sum over permutations $\sigma$. Restoring the order of the $\psi$'s costs $\mathrm{sgn}\,\sigma$, so
$$Z_N(\zeta)=\sum_\sigma\mathrm{sgn}(\sigma)\prod_kM_{k\sigma(k)}=\det M .$$

Row $k$ offers column $k$ or the preceding column, cyclically. If one row takes the preceding column, that column is no longer free for the row above, which must also step back, and so on around the ring. Two permutations survive. The identity contributes $1$. The full cycle has sign $(-1)^{N-1}$ and contributes
$$(-1)^{N-1}(-a)^{N-1}(-\zeta a)=-\zeta a^N .$$
Hence, for every $N\ge1$,
$$Z_N(\zeta)=1-\zeta\left(1-\frac{x}{N}\right)^N .$$

For $N>x$, expanding the logarithm gives
$$N\ln\left(1-\frac{x}{N}\right)=-x-\frac{x^2}{2N}+O(N^{-2}).$$
The limits are therefore
$$Z(-1)=\mathrm{Tr}\,e^{-\beta H}=1+e^{-\beta\omega},\qquad Z(+1)=\mathrm{Tr}\,(-1)^Fe^{-\beta H}=1-e^{-\beta\omega},$$
and the leading error is
$$Z_N(\zeta)-Z(\zeta)=\zeta\,\frac{x^2e^{-x}}{2N}+O(N^{-2}).$$

For the given parameters $x=0.002\times600=1.2$, at a temperature of about $526$ K, and $e^{-1.2}=0.301194$. The limits are $1.301194$ and $0.698806$.

| $N$ | $a$ | antiperiodic | periodic |
|---:|---:|---:|---:|
| 1 | −0.2000 | 0.800000 | 1.200000 |
| 4 | 0.7000 | 1.240100 | 0.759900 |
| 10 | 0.8800 | 1.278501 | 0.721499 |
| 1000 | 0.9988 | 1.300977 | 0.699023 |

At $N=4$ the arithmetic is $0.7^4=0.2401$, added to or subtracted from $1$. At $N=1$ the single step is too long: $T$ gives the occupied state the negative factor $-0.2$, which reverses the order of the two results. At $N=1000$ the errors are $\mp2.170\times10^{-4}$, antiperiodic first, and the leading law gives $\mp2.169\times10^{-4}$. Relative to the respective limits, these errors are about $0.017\%$ and $0.031\%$ in size.

## (d) Frequencies and the zero mode

**Question.** Find the eigenvalues of $M$. Use them to explain what happens to the two determinants as $\omega\to0$.

**Answer.** Try $u_k=e^{i\theta k}$. Then $(Mu)_k=u_k-au_{k-1}$, so the eigenvalue is
$$\lambda=1-ae^{-i\theta}.$$
The boundary condition $u_0=\zeta u_N$ requires $e^{i\theta N}=\zeta$. Thus $\theta=2\pi j/N$ for periodic closure and $\theta=(2j+1)\pi/N$ for antiperiodic closure, with $j=0,\ldots,N-1$.

For a fixed frequency $\nu=\theta/\varepsilon$ and small $\varepsilon$, $\lambda=\varepsilon(\omega+i\nu)+O(\varepsilon^2)$. Periodic closure allows $\nu=0$, with eigenvalue $\lambda=1-a=\varepsilon\omega$. This eigenvalue vanishes with $\omega$ and takes the determinant with it. The antiperiodic frequencies start at $\nu=\pi/\beta$, so no eigenvalue vanishes as $\omega\to0$.

At $\omega=0$ the result of (c) gives $\det M=1-\zeta$. Antiperiodic closure counts two degenerate states; periodic closure subtracts one from the other. In the opposite limit, $\beta\omega\to\infty$, both traces tend to $1$ because the empty state alone retains weight. The determinants follow the traces only if $N\to\infty$ is taken first; at fixed $N$ they grow without bound once $x>2N$, where $|a|>1$.

In the example with $N=4$, the smallest eigenvalue magnitudes are $1.2/4=0.3$ for periodic closure and $|1-0.7e^{i\pi/4}|=0.7071$ for antiperiodic closure.

## (e) Placement of the energy term

**Question.** Replace $\varepsilon\omega\bar\psi_k\psi_{k-1}$ in the exponent of (b) by $\varepsilon\omega\bar\psi_k\psi_k$. Both versions look like $\int d\tau\,\bar\psi(\partial_\tau+\omega)\psi$ in formal continuum notation. Do they have the same limit?

**Answer.** No. The new exponent is $-\sum_k\bar\psi_k[(1+\varepsilon\omega)\psi_k-\psi_{k-1}]$. The same two permutations give
$$\det M'=(1+\varepsilon\omega)^N-\zeta\;\longrightarrow\;e^{\beta\omega}-\zeta .$$

To identify the operator, repeat the calculation of (a) with the changed weight. The term $\psi\bar\psi$ now carries $1+\varepsilon\omega$ when the integral acts on $|0\rangle$, while the action on $|1\rangle$ is unchanged:
$$\int d\bar\psi\,d\psi\;e^{-(1+\varepsilon\omega)\bar\psi\psi}|\psi\rangle\langle\bar\psi|
=(1+\varepsilon\omega)|0\rangle\langle0|+|1\rangle\langle1|=1+\varepsilon\omega\,cc^\dagger .$$
This is $1-\varepsilon H'$ with
$$H'=-\omega cc^\dagger=\omega c^\dagger c-\omega=H-\omega .$$
Equal-time placement has changed the operator ordering and shifted both energies by $-\omega$. Each slice changes by order $\varepsilon$, but there are $\beta/\varepsilon$ slices, so the effect survives the limit.

The shift has a direct reading for the Dirac field. With $d=c^\dagger$, $H'=-\omega d^\dagger d$ is a negative-energy mode whose ground state is filled. Described by the hole operator $c$, it has the positive excitation energy $\omega$ and the constant $-\omega$, which is this mode's share of the Dirac-sea energy.

For $x=1.2$ and $N=1000$, equal-time placement gives $4.3177$ and $2.3177$ for antiperiodic and periodic closure. The traces for $H'$ are $4.3201$ and $2.3201$, far from those for $H$.

## (f) When is the periodic result an index?

**Question.** An index, in the sense used here, is a graded trace independent of $\beta$. Does the single mode qualify? Add a boson with $[b,b^\dagger]=1$, so that $H_2=\omega(b^\dagger b+c^\dagger c)$. Find the new graded trace and explain it with $Q=\sqrt\omega\,bc^\dagger$.

**Answer.** The single mode does not qualify, because $1-e^{-\beta\omega}$ varies with $\beta$. Its two states have different energies and cannot cancel. With the boson, the sum over states factorizes:
$$\mathrm{Tr}\,(-1)^Fe^{-\beta H_2}=(1-e^{-\beta\omega})\sum_{n=0}^\infty e^{-n\beta\omega}
=\frac{1-e^{-\beta\omega}}{1-e^{-\beta\omega}}=1 .$$

For the reason, let $n_b=b^\dagger b$ and $n_f=c^\dagger c$. Since $Q^\dagger=\sqrt\omega\,b^\dagger c$,
$$QQ^\dagger+Q^\dagger Q=\omega[bb^\dagger c^\dagger c+b^\dagger b\,cc^\dagger]
=\omega[(n_b+1)n_f+n_b(1-n_f)]=H_2 .$$
Moreover, $Q|n,0\rangle=\sqrt{\omega n}\,|n-1,1\rangle$, where the labels are $n_b$ and $n_f$. For $n\ge1$ this links two states of the same energy $n\omega$ and opposite sign $(-1)^F$, which cancel. The state $|0,0\rangle$ has no partner and contributes $1$.

At $\beta=600$ and $150$ per hartree the fermion alone gives $0.6988$ and $0.2592$; with the boson both values are $1.0000$, as the numerical output shows.

The result needs $\beta\omega>0$, since otherwise the boson sum diverges. It also needs equal frequencies: for a boson of frequency $\Omega\ne\omega$, with $\Omega>0$, the ratio $(1-e^{-\beta\omega})/(1-e^{-\beta\Omega})$ depends on $\beta$. Periodic closure by itself therefore supplies the grading, while the pairing of levels supplies the index.

## Calculated quantities

```
mode energy omega = 0.0020 hartree
inverse temperature beta = 600.0 per hartree
temperature = 526.29 K
beta*omega = 1.2000 (dimensionless)
exp(-beta*omega) = 0.30119421 (dimensionless)
path integral, dimensionless: N, a, antiperiodic, periodic
      1  -0.20000   0.80000000   1.20000000
      2   0.40000   1.16000000   0.84000000
      3   0.60000   1.21600000   0.78400000
      4   0.70000   1.24010000   0.75990000
     10   0.88000   1.27850098   0.72149902
    100   0.98800   1.29901602   0.70098398
   1000   0.99880   1.30097726   0.69902274
Fock trace = 1.30119421 (dimensionless)
Fock graded trace = 0.69880579 (dimensionless)
error at N=1000, antiperiodic = -2.169553e-04 (dimensionless)
error at N=1000, periodic = 2.169553e-04 (dimensionless)
leading error size at N=1000 = 2.168598e-04 (dimensionless)
smallest |eigenvalue|, N=4, antiperiodic = 0.707142
smallest |eigenvalue|, N=4, periodic = 0.300000
omega=0, N=4, antiperiodic determinant = 2.000000
omega=0, N=4, periodic determinant = 0.000000
equal-time placement, N=1000, antiperiodic = 4.317729
equal-time placement, N=1000, periodic = 2.317729
trace for -omega c c^dag = 4.320117 (dimensionless)
graded trace for -omega c c^dag = 2.320117 (dimensionless)
beta = 600.0 per hartree: graded trace, fermion alone = 0.69880579, with boson = 1.00000000
beta = 150.0 per hartree: graded trace, fermion alone = 0.25918178, with boson = 1.00000000
```
